# Why a hundredfold capacitor area cuts Weibull lifetime tenfold at slope two

**Question**

I am working on an exercise about dielectric breakdown. Small capacitors, stressed at constant voltage, fail according to a Weibull law with slope 2. I have to show that capacitors with 100 times the area have a lifetime ten times shorter, whatever failure fraction is used to define "lifetime".

I would have guessed a factor of 100, since there are 100 times as many places where the oxide can break. Where does the ten come from, and why doesn't it depend on whether I ask for the time to 1% or to 90% failures? I would also like to know how far to trust it for a real thin oxide.

**Answer**

Your count of the places is right. The missing piece is that with slope 2 the expected number of breakdowns grows as the square of time, so a hundredfold increase in area is offset by a tenfold decrease in time.

**From one area to the other**

Let $F(t)$ be the fraction of capacitors that have failed by time $t$, and $S(t)=1-F(t)$ the fraction surviving. For the small capacitor

$$S_s(t)=\exp\left[-\left(\frac{t}{\eta}\right)^2\right],$$

where $\eta$ is the scale time: at $t=\eta$ a fraction $1-e^{-1}$, or 63.2%, has failed.

Divide the large capacitor into 100 parts, each with the area of a small one. Three assumptions enter:

- Every part has the same dielectric, voltage and temperature as a small capacitor.
- The parts fail independently.
- The first breakdown anywhere counts as failure of the whole capacitor.

The large capacitor then survives only if all 100 parts survive. Probabilities of independent events multiply, so

$$S_l(t)=[S_s(t)]^{100}=\exp\left[-100\left(\frac{t}{\eta}\right)^2\right].$$

Since $100=10^2$, the factor can be taken inside the square:

$$S_l(t)=\exp\left[-\left(\frac{10t}{\eta}\right)^2\right]=S_s(10t).$$

The large capacitor has at time $t$ the survival that the small one has at $10t$. Its whole failure curve is compressed in time by ten, with the slope still 2 and the scale time now $\eta/10$.

To see this at a fixed failure fraction $F$, with $0<F<1$, solve for the time. For the small capacitor, $1-F=\exp[-(t_s/\eta)^2]$. Taking the logarithm and changing sign gives $(t_s/\eta)^2=-\ln(1-F)$, which is positive. The positive root is

$$t_s(F)=\eta\sqrt{-\ln(1-F)}.$$

The same steps with $\eta/10$ in place of $\eta$ give

$$t_l(F)=\frac{\eta}{10}\sqrt{-\ln(1-F)}.$$

On division the square root cancels, and with it all dependence on $F$:

$$\frac{t_s(F)}{t_l(F)}=10 .$$

For a general slope $\beta$ and area ratio $r$, the exponent is $-r(t/\eta)^\beta=-(r^{1/\beta}t/\eta)^\beta$, so the lifetime ratio is $r^{1/\beta}$. With $\beta=1$ it is 100, your first guess: the failure rate is then constant in time. As $\beta$ becomes very large the ratio tends to 1, because all parts fail at nearly the same time and having more of them hardly matters.

**An example**

Take areas of $10^{-8}$ and $10^{-6}\ \mathrm{cm^2}$ (1 and 100 square micrometres) and $\eta=1000$ s. For 50% failures $\sqrt{-\ln 0.5}=0.83255$, so

$$t_s=1000\times0.83255=832.6\ \mathrm{s},\qquad t_l=100\times0.83255=83.3\ \mathrm{s}.$$

Other fractions give:

| Failed | Small (s) | Large (s) |
|---|---|---|
| 0.01% | 10.0 | 1.00 |
| 1% | 100 | 10.0 |
| 90% | 1517 | 152 |

The mean lifetime is the integral of the survival, $\int_0^\infty e^{-(t/\eta)^2}dt=\sqrt{\pi}\,\eta/2$. It is 886 s for the small capacitor and 88.6 s for the large one, again a factor of ten.

**Where your factor of 100 is found**

It appears if you fix the time and compare failure fractions. When $t$ is much smaller than both scale times, $e^{-x}\approx1-x$ gives

$$F_s\approx\left(\frac{t}{\eta}\right)^2,\qquad F_l\approx100\left(\frac{t}{\eta}\right)^2 .$$

At 10 s the fractions are 0.0100% and 0.995%, a ratio of 99.5. It falls slightly short of 100 because the large capacitor's curve has begun to bend. At late times both fractions approach 1, and so does their ratio.

**Why the Weibull form matters**

The rule $S_l=S_s^{100}$ needs independence but no Weibull law. The Weibull law is what guarantees the constant factor of ten; with other laws the factor generally depends on $F$. For any continuous, increasing $F_s$, the large capacitor reaches fraction $F$ when each part has failure probability

$$F'=1-(1-F)^{1/100},$$

so $t_l(F)=t_s(F')$. If the small capacitors instead followed a lognormal law, $t_s(F)=t_m e^{\sigma z(F)}$, with $t_m$ the median and $z(F)$ the standard normal quantile, the ratio would be $e^{\sigma[z(F)-z(F')]}$. For $\sigma=0.6$ this gives 2.30, 4.38 and 7.16 at 1%, 50% and 90% failures.

The relation $t_l(F)=t_s(F')$ also shows which data matter. The large capacitor's 1% lifetime, about 10 s, is set by the small capacitor's behaviour when only about 0.01% of the small ones have failed. The Weibull law must hold that far into the early tail.

**How a slope of 2 can arise**

In a simple percolation model, the oxide is a set of independent columns, each a stack of $n$ cells. Stress makes cells defective at random, and a column conducts once all its cells are defective. Let a cell be defective by time $t$ with probability $(t/\tau)^a$, for $t\le\tau$. Independence of the cells gives the column's failure probability

$$P(t)=\left[\left(\frac{t}{\tau}\right)^a\right]^n=\left(\frac{t}{\tau}\right)^{na}.$$

With $N$ columns the survival is $(1-P)^N=e^{N\ln(1-P)}\approx e^{-NP}$ for small $P$. This is a Weibull law with slope $\beta=na$; four cells and $a=1/2$ give 2.

I simulated this from random defect times, with 4000 capacitors of 100 columns and 4000 of 10,000 columns. The lifetime ratios at 10%, 50% and 90% failures were $9.70\pm0.34$, $9.82\pm0.16$ and $9.93\pm0.14$ (one standard error), consistent with ten. The model leaves out conducting paths that wander between columns.

**How far to trust it for a real oxide**

The numbers above suit an accelerated test of a thin silicon dioxide gate insulator: say 2.5 nm thick, with 3.5 V across it at 398 K. The field is 14 MV/cm, well above that of normal operation, as is usual when a test is accelerated by voltage. A slope of roughly 1 to 2 is reasonable for such thin oxides, but $\eta=1000$ s is a round choice, not a measurement. The material inputs below are rough typical values. Among the effects estimated here, and with the inputs and failure fractions chosen, an uncertain slope moves the answer most: the area factor is 12.9 for $\beta=1.8$ and 8.1 for $\beta=2.2$. Over the whole range of slopes just given it varies far more: $100^{1/\beta}$ is 26.8 for $\beta=1.4$ and 100 for $\beta=1$. For a real oxide, use the slope measured on that oxide, not the 2 of the exercise.

*Thickness variation.* Suppose the thickness has a standard deviation of 0.02 nm and lifetime changes by a decade per 0.2 nm. Then $\ln\eta$ has standard deviation $0.02\ln(10)/0.2=0.23$. Write $m$ for the random factor this puts in the exponent, and angle brackets for the average over it.

If the thickness is uniform within each capacitor and varies between capacitors, with the same distribution for both sizes, then

$$S_l(t)=\left\langle e^{-100m(t/\eta)^2}\right\rangle=S_s(10t),$$

and the factor remains ten. If instead each of the 100 parts has its own independent thickness, the factor becomes 10.01, 10.4 and 11.3 at 1%, 50% and 90% failures. The reason is that the large capacitor averages over its parts. They are still early in their lives when it fails, so $S_l\approx e^{-100\langle m\rangle(t/\eta)^2}$. For the small ones, $\langle e^{-mx}\rangle\ge e^{-\langle m\rangle x}$ because the exponential is convex: those with thick oxide survive longer and stretch the late part of the curve.

*Series resistance.* The large capacitor draws more tunnelling current and so loses more voltage in its leads. For a rough estimate of the current density $J$, treat the injecting electrode as a free-electron metal, with the free electron mass $m_0$ and a filled band that reaches far below the Fermi level. Consider electrons whose energy of motion towards the oxide lies $\varepsilon$ below the Fermi level. At zero temperature their transverse energy can range from 0 to $\varepsilon$, which gives $m_0\varepsilon/(\pi\hbar^2)$ transverse states per area, spin included. Each contributes a flux $d\varepsilon/(2\pi\hbar)$ times the transmission $T$, so

$$J=\frac{e\,m_0}{2\pi^2\hbar^3}\int_0^\infty\varepsilon\,T(\varepsilon)\,d\varepsilon,$$

$$T(\varepsilon)=\exp\left[-\frac{2}{\hbar}\int\sqrt{2m_{ox}(\phi+\varepsilon-eEx)}\,dx\right].$$

Here $E$ is the field, and the inner integral runs from the injecting surface to where the root vanishes or the oxide ends. With barrier $\phi=3.1$ eV and oxide mass $m_{ox}=0.42\,m_0$, $J$ is about 7.3 A/cm² at zero temperature. At 398 K it is somewhat larger, which does not matter for the rough estimates here. The formula lets $T$ depend on $\varepsilon$ alone. If instead transverse momentum is conserved on entering the oxide, the transverse energy counts $m_0/m_{ox}$ times more there, and $J$ falls by about $m_{ox}/m_0$, to 3.1 A/cm². A silicon electrode is not a free-electron metal either, so read 7.3 A/cm², and the voltage loss and heating that follow from it, as orders of magnitude. Through 100 ohm the large capacitor loses

$$7.3\times10^{-6}\ \mathrm{A}\times100\ \Omega=0.73\ \mathrm{mV}.$$

If lifetime varies as $V^{-40}$, it lasts longer by about $40\times0.00073/3.5$, or 0.8%. With the same resistor the small capacitor loses 100 times less voltage. Since the drop grows with area and current, this correction can become serious for much larger test capacitors.

*Self-heating.* Let the power per area $q=JV$ enter a silicon half-space of conductivity $k$ through a disc of radius $R$ with the large capacitor's area. A point source of power $p$ on the surface warms a point at distance $\rho$ by $p/(2\pi k\rho)$. Summing over rings gives the rise at the centre,

$$\Delta T=\int_0^R\frac{q\,2\pi\rho\,d\rho}{2\pi k\rho}=\frac{qR}{k}.$$

For $k=100$ W/(m K) this is 0.014 K. With an activation energy of 0.6 eV it shortens the lifetime by 0.06%, which is negligible.

*Extrinsic defects.* Suppose there is one defect per cm² that fails at once. The large capacitor then contains $10^{-6}$ such defects on average. To reach 0.01% failures the total exponent must be $10^{-4}$, so ordinary wear-out has to supply only 99% of it. As time goes as the square root of the exponent, the lifetime falls by a factor $\sqrt{0.99}$, or 0.5%. This grows for larger areas or lower failure fractions. The lifetime ratio then rises above ten, and once the expected number of defects in the large capacitor reaches $-\ln(1-F)$, its lifetime at that fraction is zero.

The estimates also keep "failure" as the first breakdown. If your circuit can tolerate that event, the factor of ten applies to the time of first breakdown, and the circuit's own lifetime needs a separate calculation. The remaining digits are in the numerical output below.

## Computed results

```
areas: 1e-08 and 1e-06 cm2
oxide 2.5 nm, 3.5 V, 398 K
field = 14.0 MV/cm
slope = 2, small scale time = 1000 s
F (%), sqrt(H), t_small (s), t_large (s), ratio:
  0.01  0.01000  10.00  1.000  10.0000
  1.00  0.10025  100.25  10.025  10.0000
  10.00  0.32459  324.59  32.459  10.0000
  50.00  0.83255  832.55  83.255  10.0000
  63.21  1.00000  1000.00  100.000  10.0000
  90.00  1.51743  1517.43  151.743  10.0000
at 10 s: F_small = 0.01000 %, F_large = 0.9950 %
  ratio of failure fractions = 99.51
mean lifetimes: 886.2 and 88.62 s
lognormal parent, log-width 0.6: ratio at 1, 50, 90 % =
  2.30, 4.38, 7.16
simulation: 4000 capacitors of each size, 4 cells/column
  columns: 100 and 10000
  F (%), simulated ratio, standard error:
  10  9.70  0.34
  50  9.82  0.16
  90  9.93  0.14
example: cell 0.625 nm, 2.56e+06 columns (small)
  finite-column shift of t_small at 90 % = 2.2e-07
area factor for other slopes:
  slope 1.0: 100.00
  slope 1.8: 12.92
  slope 2.2: 8.11
thickness sd 0.02 nm, 0.2 nm per decade
  sd of ln(eta) = 0.230
  F (%), ratio if common to capacitor, if independent by part:
  1  10.000  10.006
  50  10.000  10.394
  90  10.000  11.252
barrier 3.1 eV, mass 0.42 m_e
  current density = 7.31 A/cm2 (supply integral)
  Fowler-Nordheim = 7.41 A/cm2
series 100 ohm, life ~ V^-40
  drop = 0.731 mV, t_large longer by 0.84 %
conductivity 100 W/(m K), activation 0.6 eV
  heating = 0.0144 K, t_large shorter by 0.063 %
extrinsic defects 1 /cm2: 1e-06 per large capacitor
  t_large at 0.01 % shorter by 0.50 %
```
